\section*{Which ROHF orbital energies satisfy Koopmans' theorem?}

\section{The result}

In closed-shell Hartree-Fock theory, minus an occupied orbital energy is the energy needed to remove an electron with the orbitals held frozen. It is natural to read the orbital energies of a restricted open-shell Hartree-Fock (ROHF) calculation in the same way. They too are eigenvalues of a Fock-like operator whose eigenvectors are the converged orbitals, and they too come as one ordered list.

The reading fails in general. The ROHF equations fix that operator only between shells; its blocks inside the closed, open and virtual shells are free, and so are its eigenvalues. The closed-shell equations leave the same freedom, but there one Fock matrix serves both spins and is the operator that the frozen ion selects. In ROHF the spin Fock matrices $F^\alpha$ and $F^\beta$ differ, and no single combination of them serves every process. Koopmans' theorem survives, but each process selects its own block:
\begin{align}
\text{closed, removal to } S+\tfrac12:&\quad F^\beta,\nonumber\\
\text{closed, removal to } S-\tfrac12:&\quad
 \frac{(2S+1)F^\alpha-F^\beta}{2S},\nonumber\\
\text{open, removal}:&\quad F^\alpha,\nonumber\\
\text{open, attachment}:&\quad F^\beta,\nonumber\\
\text{virtual, attachment to } S+\tfrac12:&\quad F^\alpha,\nonumber\\
\text{virtual, attachment to } S-\tfrac12:&\quad
 \frac{(2S+1)F^\beta-F^\alpha}{2S}.
\label{result}
\end{align}
Removal energies are minus the eigenvalues of these blocks; attachment energies $E(N+1)-E(N)$ are plus the eigenvalues. In the second and last lines the open shell keeps its spin $S$ and is coupled to the extra unpaired electron.

The reference $\Phi$ is one high-spin determinant with real orbitals: closed orbitals $i,j$ are doubly occupied, $n\ge1$ open orbitals $m,m'$ hold one $\alpha$ electron each, and virtual orbitals $a,b$ are empty. Its spin is $S=M=n/2$. The shells are called $c$, $o$ and $v$.

\section{What the ROHF equations fix}

Let $D^\alpha$ and $D^\beta$ be the spin density matrices and $D=D^\alpha+D^\beta$. With
\begin{equation}
J(D)_{pq}=\sum_{rs}(pq|rs)D_{rs},\qquad
K(D)_{pq}=\sum_{rs}(pr|qs)D_{rs},
\end{equation}
the energy, apart from the constant nuclear repulsion, is
\begin{equation}
E=\mathrm{tr}\,hD+\tfrac12\mathrm{tr}\,DJ(D)
-\tfrac12\sum_{\sigma=\alpha,\beta}\mathrm{tr}\,D^\sigma K(D^\sigma).
\end{equation}
Since $\mathrm{tr}\,AJ(B)=\mathrm{tr}\,BJ(A)$, and likewise for $K$, varying the two factors of a quadratic term gives equal contributions, which cancel the factor $\tfrac12$. Hence
\begin{equation}
dE=\mathrm{tr}\,F^\alpha dD^\alpha+\mathrm{tr}\,F^\beta dD^\beta,
\qquad F^\sigma=h+J(D)-K(D^\sigma).
\end{equation}

Now rotate two orbitals by a small angle $t$: $\phi_p\to\phi_p+t\phi_q$ and $\phi_q\to\phi_q-t\phi_p$. If only $\phi_p$ is occupied for a given spin, its density changes by $t(\phi_p\phi_q^T+\phi_q\phi_p^T)$, and the trace with $F^\sigma$ gives $2tF^\sigma_{pq}$. If both are occupied, the two changes cancel. A closed-open rotation therefore changes only $D^\beta$, an open-virtual rotation only $D^\alpha$, and a closed-virtual rotation both:
\begin{equation}
\frac{dE}{dt}\bigg|_{im}=2F^\beta_{im},\quad
\frac{dE}{dt}\bigg|_{ma}=2F^\alpha_{ma},\quad
\frac{dE}{dt}\bigg|_{ia}=2(F^\alpha+F^\beta)_{ia}.
\label{gradient}
\end{equation}
At a stationary point all three vanish. A rotation within one shell changes neither density matrix, so it yields no condition.

The conditions can be packed into one symmetric coupling operator,
\begin{equation}
R=\begin{pmatrix}
X_c & F^\beta_{co} & \tfrac12(F^\alpha+F^\beta)_{cv}\\
F^\beta_{oc} & X_o & F^\alpha_{ov}\\
\tfrac12(F^\alpha+F^\beta)_{vc} & F^\alpha_{vo} & X_v
\end{pmatrix}.
\end{equation}
At convergence its off-diagonal blocks are zero, whatever symmetric matrices $X_c,X_o,X_v$ are used. Diagonalizing $R$ then only rotates orbitals inside their shells, and the densities and the energy stay as they were. If eigenvalues of different shells coincide, the eigenvectors must be chosen within the shells.

The freedom is complete. For any real numbers $\epsilon_i$ and any orthogonal matrix $U$, the choice $X_c=U\,\mathrm{diag}(\epsilon_i)\,U^T$ makes those numbers the closed-shell orbital energies. The same holds for the other shells. An orbital energy from $R$ thus carries no ionization energy until its block has been chosen for that purpose. The order of the energies does not identify the shells either.

\section{The frozen ion}

Koopmans' theorem concerns energy differences between states built from frozen orbitals, and the Hamiltonian between such states knows nothing of $X_c,X_o,X_v$. The simplest of these states are single determinants. For occupied spin orbitals $k,l$ define
\begin{equation}
G_{kl}=(kk|ll)-\delta_{\sigma_k\sigma_l}(kl|kl),\qquad
E=\sum_k h_{kk}+\tfrac12\sum_{kl}G_{kl}.
\end{equation}
Removing spin orbital $p$ deletes $h_{pp}$ and the terms with $k=p$ or $l=p$. Because $G$ is symmetric and $G_{pp}=0$,
\begin{equation}
E_{p\text{-hole}}=E-h_{pp}-\sum_kG_{pk}=E-F^\sigma_{pp}.
\end{equation}
Adding an electron to an empty spin orbital introduces the same terms with a plus sign, so the energy is $E+F^\sigma_{pp}$.

The off-diagonal elements follow without a separate calculation. Let $u=\sum_pu_p\phi_p$ be a normalized real combination of orbitals all occupied with spin $\sigma$. Rotating these orbitals among themselves changes $\Phi$ at most by a sign, so the diagonal result holds for $u$ as well:
\begin{equation}
E_{u\text{-hole}}=E-u^TF^\sigma u.
\end{equation}
This is true for every $u$, and a real symmetric matrix is fixed by its quadratic form. The Hamiltonian between one-hole states is therefore $E\delta_{pq}-F^\sigma_{pq}$; between one-particle states it is $E\delta_{pq}+F^\sigma_{pq}$. Making the ion energy stationary with respect to $u$ within a shell, at fixed $u^Tu=1$, gives $F^\sigma u=\epsilon u$ in that shell. This is Koopmans' theorem in its variational form, and it shows why a block has to be diagonalized.

\section{The spin of the ion decides the block}

The operator $S_+$ turns a $\beta$ electron into an $\alpha$ electron in the same spatial orbital, and gives zero if that place is taken. A state that $S_+$ annihilates has total spin equal to its $M$.

Remove a $\beta$ electron from a closed orbital. Every remaining $\beta$ electron has an $\alpha$ partner, so $S_+$ gives zero and the ion has spin $S+\tfrac12$. Its operator is $F^\beta_{cc}$. Remove instead an $\alpha$ electron from an open orbital: again every $\beta$ electron has a partner, the spin is $S-\tfrac12$, and the operator is $F^\alpha_{oo}$.

Removing an $\alpha$ electron from a closed orbital $u$ is different. One unpaired $\beta$ electron remains there, coupled to an open shell of spin $S$, so the determinant contains the spins $S\pm\tfrac12$. Let $w$ be the weight of $S-\tfrac12$. Now $M=S-\tfrac12$, and $S_+$ converts the determinant into one of unit norm, by flipping the unpaired electron. From $\mathbf S^2=S_-S_++S_z(S_z+1)$,
\begin{equation}
\langle\mathbf S^2\rangle=(S-\tfrac12)(S+\tfrac12)+1.
\end{equation}
The two possible eigenvalues of $\mathbf S^2$ differ by
\begin{equation}
(S+\tfrac12)(S+\tfrac32)-(S-\tfrac12)(S+\tfrac12)=2S+1,
\end{equation}
so $(1-w)(2S+1)=1$, and
\begin{equation}
w=\frac{2S}{2S+1},\qquad 1-w=\frac1{2S+1}.
\end{equation}

The determinant that $S_+$ produced is, up to sign, the one with a $\beta$ hole in $u$. The high-spin component is thus the multiplet partner of that $\beta$-hole state and has its energy, $E-u^TF^\beta u$. The Hamiltonian does not connect different spins, so the energy of the determinant is a weighted mean:
\begin{equation}
E-u^TF^\alpha u=w\,E_{\rm low}(u)+(1-w)(E-u^TF^\beta u).
\end{equation}
The terms in $E$ combine because the weights add to one. Solving for the low-spin energy,
\begin{align}
E_{\rm low}(u)
&=E-\frac{u^T[F^\alpha-(1-w)F^\beta]u}{w}\nonumber\\
&=E-u^T\,\frac{(2S+1)F^\alpha-F^\beta}{2S}\,u .
\end{align}
This is the second line of \eqref{result}.

Attachment follows the same argument. An $\alpha$ electron in a virtual orbital gives spin $S+\tfrac12$ and energy $E+u^TF^\alpha u$. A $\beta$ electron in an open orbital gives spin $S-\tfrac12$ and the operator $F^\beta_{oo}$. A $\beta$ electron in a virtual orbital is mixed with the same weights, so
\begin{equation}
E+u^TF^\beta u=w\,E_{\rm low}(u)+(1-w)(E+u^TF^\alpha u),
\end{equation}
which gives the last line of \eqref{result}.

\section{Why one list cannot serve every purpose}

The difference of the two Fock matrices is the exchange matrix of the open shell:
\begin{equation}
u^T(F^\beta-F^\alpha)u=\sum_m(um|um)\ge0.
\label{exchange}
\end{equation}
Each term is twice the electrostatic self-energy of the density $u\phi_m$, hence the sign. Within the open shell the trace of $F^\beta-F^\alpha$ includes the terms $(mm|mm)>0$. The matrices $F^\alpha_{oo}$ and $F^\beta_{oo}$ therefore have different traces, and no single $X_o$ can have both spectra. Open-shell removal and attachment need two lists.

For a closed orbital, the low-spin operator can be written $F^\alpha-(F^\beta-F^\alpha)/(2S)$. By \eqref{exchange} and $2S=n$, the subtracted term is the mean exchange integral with the open orbitals. It need not be small: for the $\pi_u$ orbital of triplet oxygen, treated below, it is 0.117~hartree. For $n=0$ the division by $2S$ has no meaning: there $F^\alpha=F^\beta$, removal leads to spin $\tfrac12$ alone, and the familiar theorem returns.

The spin-averaged choice $(F^\alpha+F^\beta)/2$ in every shell is known as the Guest-Saunders choice. Its closed block has a simple meaning. Weight the two ion energies by their multiplicities, $2S+2$ and $2S$; the mean of the operators is
\begin{equation}
\frac{(2S+2)F^\beta+(2S+1)F^\alpha-F^\beta}{4S+2}
=\frac{F^\alpha+F^\beta}{2}.
\end{equation}
For a given orbital $u$ this is a mean removal energy, not that of either ion state. The eigenvalues of the averaged block are guaranteed to equal the mean of the two Koopmans energies only when the two blocks share their eigenvectors, as they do for an orbital that is alone in its symmetry within the shell.

In the open shell the same expression mixes two processes. With $I(u)=-u^TF^\alpha u$ and the affinity $A(u)=E(N)-E(N+1)=-u^TF^\beta u$,
\begin{equation}
-u^T\frac{F^\alpha+F^\beta}{2}u=\frac{I(u)+A(u)}{2}.
\label{half}
\end{equation}
Reading it as $I$ gives an error of $(A-I)/2$, half the exchange sum \eqref{exchange} in size.

\section{Triplet oxygen}

Take O$_2$ at a chosen bond length of 1.20~angstrom, with ROHF in the cc-pVDZ basis. There are seven closed orbitals and two open $\pi_g$ orbitals, so $S=1$. The orbital energies (hartree) for six choices of the diagonal blocks are:

\begin{center}
\begin{tabular}{lrrr}
choice & $\pi_u$ & $\pi_g$ & lowest $v$\\
Guest-Saunders & $-0.705$ & $-0.204$ & $0.474$\\
Roothaan & $-0.471$ & $-0.204$ & $0.408$\\
McWeeny-Diercksen & $-0.666$ & $-0.136$ & $0.463$\\
Davidson & $-0.705$ & $-0.526$ & $0.441$\\
Koopmans removal & $-0.588$ & $-0.526$ & $0.441$\\
Koopmans attachment & $-0.588$ & $0.118$ & $0.441$
\end{tabular}
\end{center}

Each choice sets a diagonal block to $aF^\alpha+bF^\beta$. The pairs $(a,b)$ for the shells $c,o,v$ are $(\tfrac12,\tfrac12)$ throughout for Guest-Saunders; $(-\tfrac12,\tfrac32)$, $(\tfrac12,\tfrac12)$, $(\tfrac32,-\tfrac12)$ for Roothaan; $(\tfrac13,\tfrac23)$, $(\tfrac13,\tfrac13)$, $(\tfrac23,\tfrac13)$ for McWeeny-Diercksen; and $(\tfrac12,\tfrac12)$, $(1,0)$, $(1,0)$ for Davidson. The last two choices use $F^\beta_{cc}$ and $F^\alpha_{vv}$, with $F^\alpha_{oo}$ for removal and $F^\beta_{oo}$ for attachment. Six separate iterations from displaced orbitals, with constant shifts added to keep the shells in order and left out of the table, reached the same total energy within $10^{-12}$~hartree. Yet the $\pi_g$ energy ranges over 0.643~hartree. Even its sign depends on the choice.

The two $\pi_g$ components are equivalent by symmetry, so each open block is a number times the unit matrix. The frozen removal energy and affinity are $I=0.5256$~hartree (14.30~eV) and $A=-0.1177$~hartree ($-3.20$~eV). Equation \eqref{half} gives
\begin{equation}
\frac{0.5256-0.1177}{2}=0.2040\ \text{hartree}=5.55\ \text{eV}.
\end{equation}
This is minus the spin-averaged $\pi_g$ energy, which the ROHF solver of PySCF returns by default. Taken for a Koopmans ionization energy, it is 8.75~eV below the actual frozen-orbital value.

For the closed $\pi_u$ orbital, $F^\alpha=-0.8218$ and $F^\beta=-0.5879$~hartree. The quartet ion lies at $0.5879$~hartree (16.00~eV), and the doublet with triplet open-shell parent at
\begin{equation}
-\frac{3(-0.8218)-(-0.5879)}{2}=0.9388\ \text{hartree}=25.55\ \text{eV}.
\end{equation}
The mean with weights 4 and 2 is
\begin{equation}
\frac{4(0.5879)+2(0.9388)}{6}=0.7049\ \text{hartree},
\end{equation}
which is what the spin-averaged $\pi_u$ energy represents. Neither this mean nor $-F^\alpha=0.8218$~hartree belongs to an ion of definite spin.

Explicit many-electron ion states, projected on spin and built in the nine occupied orbitals and two of the virtual orbitals, reproduce the operators in \eqref{result} within that space for O$_2$ to about $10^{-13}$~hartree. The same test with random integrals was passed for $S=\tfrac12$, $1$ and $\tfrac32$, and finite differences confirm the gradients \eqref{gradient}. The figures are in the numerical output, where Fa and Fb denote $F^\alpha$ and $F^\beta$.

\section{What the theorem leaves out}

A Koopmans energy is stationary within the space in which its block acts. For the $S+\tfrac12$ ions that space contains every one-hole or one-particle state of that kind: $\beta$ holes exist only in $c$, and $\alpha$ electrons can be added only in $v$.

The $S-\tfrac12$ ions are different, because open and closed holes can mix. Write the closed $\alpha$-hole determinant as $\sqrt w$ times a normalized low-spin state $|L_i\rangle$ plus a high-spin part. The open-hole state $|m\rangle$ is purely low-spin, so only the first part couples to it:
\begin{equation}
-F^\alpha_{mi}=\sqrt w\,\langle m|H|L_i\rangle,\qquad
\langle m|H|L_i\rangle=-\sqrt{\frac{2S+1}{2S}}\,F^\alpha_{mi}.
\end{equation}
For attachment the open-virtual coupling is correspondingly $+\sqrt{(2S+1)/(2S)}\,F^\beta_{ma}$. ROHF makes $F^\beta_{co}$ and $F^\alpha_{ov}$ vanish, not these elements.

In O$_2$ the hole coupling is zero by symmetry, since no closed orbital is of $\pi_g$ type. The attachment coupling is not: with open and virtual orbitals adapted to the same $D_{2h}$ axes, and virtual orbitals that diagonalize the spin-averaged block, the largest element of $F^\beta_{ov}$ is 0.139~hartree. Letting the open $\pi_g$ orbital mix with the virtual $\pi_g$ orbitals lowers the attachment energy from 0.1177 to 0.0937~hartree. Both are positive, so the anion is unbound in this frozen description. That is no prediction for the real anion, as the basis lacks diffuse functions and relaxation and correlation are missing.

The low-spin $\pi_u$ value of 25.55~eV needs similar care. It is the energy of one coupling, with a triplet open shell, and should not be read as the position of an ion level: this state is not in general an eigenstate even within its own configuration. Doublets of the same configuration with singlet open-shell parents can have the same overall symmetry and mix with it. The lowest doublet in that larger space cannot lie above this value, but was not computed.

Finally, the orbitals of a real ion relax. Separate ROHF calculations on the ions, with fixed orbital occupations by symmetry, lower the removal energy from 0.526 to 0.481~hartree for the $\pi_g$ doublet, and from 0.588 to 0.529~hartree for the $\pi_u$ quartet. These lowerings, 0.045 and 0.059~hartree, are errors of the frozen-orbital approximation relative to ROHF ions optimized within $D_{2h}$ symmetry; correlation is absent from both sides. They are much smaller than the 0.322~hartree error made by reading the spin-averaged $\pi_g$ energy as an ionization energy. That larger error is not a failure of Koopmans' theorem: it comes from using the wrong diagonal block, and it disappears when $F^\alpha_{oo}$ is diagonalized after convergence.

\section*{Table of computed values}
\begin{verbatim}
O2 triplet, ROHF/cc-pvdz, bond length = 1.20 angstrom
basis functions = 28, closed = 7, open = 2
total energy = -149.60946112 hartree
largest gradient-test error = 6.1e-08 hartree
random-block shell leakage = 1.1e-15 (no unit)
orbital energies in hartree: pi_u, pi_g, lowest virtual; cycles
  Guest-Saunders        -0.70486  -0.20397   0.47356   36
  Roothaan              -0.47096  -0.20397   0.40758   33
  McWeeny-Diercksen     -0.66588  -0.13598   0.46270   35
  Davidson              -0.70486  -0.52560   0.44081   35
  Koopmans removal      -0.58791  -0.52560   0.44081   34
  Koopmans attachment   -0.58791   0.11766   0.44081   34
energy spread over choices = 7.1e-13 hartree
pi_g orbital-energy spread = 0.64326 hartree
random-integral ion-test error = 1.8e-15 hartree
O2 explicit-ion-test error = 7.7e-14 hartree
frozen removal energies: hartree, eV
  pi_g, doublet                    0.52560   14.302
  pi_u, quartet                    0.58791   15.998
  pi_u, doublet, triplet parent    0.93876   25.545
  3sigma_g, quartet                0.69624   18.946
  3sigma_g, doublet                0.79829   21.723
pi_g affinity E(N)-E(N+1) = -0.11766 hartree
pi_g affinity = -3.202 eV
pi_g half sum (I+A)/2 = 0.20397 hartree
pi_g half sum = 5.550 eV
default program pi_g energy = -0.20397 hartree
pi_u spin-weighted removal = 0.70486 hartree
default program pi_u energy = -0.70486 hartree
pi_u Fa eigenvalue = -0.82181 hartree
pi_u Fb eigenvalue = -0.58791 hartree
largest closed-open Fa coupling = 1.4e-15 hartree
largest open-virtual Fb coupling = 0.13942 hartree
pi_g attachment energy, unmixed = 0.11766 hartree
pi_g attachment energy, mixed = 0.09367 hartree
removal energies in hartree: frozen, relaxed, lowering
  pi_g doublet         0.52560   0.48062   0.04498
  pi_u quartet         0.58791   0.52932   0.05859
  3sigma_g quartet     0.69624   0.64027   0.05596
\end{verbatim}
